# Why an accurate hydrogen energy can hide a poor contact density: a numerical check

```python
"""Hydrogen atom: accurate energy does not imply accurate contact density.

Result under test (Hartree atomic units, H = -1/2 Laplacian - 1/r, E0 = -1/2):
the energy error is quadratic in the wave-function error delta, but the
contact density rho(0) is linear in delta(0). If Gaussians with exponents
above A are missing, the energy error falls as A^(-3/2) and the relative
contact-density deficit only as A^(-1/2), hence as (energy error)^(1/3).
A narrow spike shows that no general bound exists.
Symbols: zeta = exponent of a scaled exponential; A = largest Gaussian
exponent; t, b = height and exponent of a spike; c = speed of light.
"""
import numpy as np
import sympy as sp
from mpmath import mp
from scipy.constants import fine_structure
from scipy.optimize import minimize_scalar
from scipy.special import erfc

mp.dps = 40
E0 = -0.5
RHO0 = 1 / np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def radial_grid(width):
    """Composite Gauss-Legendre grid resolving features of the given width."""
    count = int(np.ceil(np.log(400 / width) / np.log(1.5))) + 1
    edges = np.concatenate(([0.0], np.geomspace(width / 10, 40.0, count)))
    half = np.diff(edges)[:, None] / 2
    middle = (edges[1:] + edges[:-1])[:, None] / 2
    r = (middle + half * NODES).ravel()
    return r, (half * WEIGHTS).ravel() * 4 * np.pi * r**2


def measure(phi, dphi, width):
    """Energy, normalized contact density and <r^2> from their definitions."""
    r, w = radial_grid(width)
    f, g = phi(r), dphi(r)
    norm = np.sum(w * f**2)
    energy = np.sum(w * (g**2 / 2 - f**2 / r)) / norm
    return energy, float(phi(np.array(0.0)))**2 / norm, np.sum(w * r**2 * f**2) / norm


print("Exact energy (hartree):", E0)
print(f"Exact contact density (bohr^-3): {RHO0:.6f}")

# Smooth error: an exponential with a slightly wrong scale.
print("Scaled exponential: zeta, energy error (hartree), |delta|^2, rel. density error")
for zeta in (1.1, 1.01, 1.001):
    energy, rho, _ = measure(lambda r: np.exp(-zeta * r),
                             lambda r: -zeta * np.exp(-zeta * r), 1.0)
    r, w = radial_grid(1.0)
    trial = np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * r)
    exact = np.exp(-r) / np.sqrt(np.pi)
    delta, slope_delta = trial - exact, -zeta * trial + exact
    quadratic_form = np.sum(w * (slope_delta**2 / 2 - delta**2 / r - E0 * delta**2))
    assert abs(energy - E0 - quadratic_form) < 1e-12
    assert abs(energy - E0 - (zeta - 1)**2 / 2) < 1e-12
    assert abs(rho / RHO0 - zeta**3) < 1e-11
    print(f"  {zeta:.3f}  {energy - E0:.4e}  {np.sum(w * delta**2):.4e}  {rho / RHO0 - 1:+.6f}")


def solve_basis(exponents):
    """Lowest state in s Gaussians by high-precision inverse iteration."""
    n = len(exponents)
    overlap, hamiltonian, r_squared = mp.matrix(n), mp.matrix(n), mp.matrix(n)
    for i, a in enumerate(exponents):
        for j, b in enumerate(exponents):
            p = a + b
            overlap[i, j] = (mp.pi / p)**1.5
            hamiltonian[i, j] = 3 * a * b * mp.pi**1.5 / p**2.5 - 2 * mp.pi / p
            r_squared[i, j] = 1.5 / p * overlap[i, j]
    step = mp.inverse(hamiltonian + mp.mpf("0.501") * overlap) * overlap
    vector = mp.matrix([mp.mpf(1)] * n)
    for _ in range(14):
        vector = step * vector
        vector /= mp.sqrt((vector.T * overlap * vector)[0])
    energy = (vector.T * hamiltonian * vector)[0]
    mean_r2 = (vector.T * r_squared * vector)[0]
    return energy, sum(vector)**2, mean_r2, vector


# One optimized Gaussian.
search = minimize_scalar(
    lambda a: measure(lambda r: np.exp(-a * r**2),
                      lambda r: -2 * a * r * np.exp(-a * r**2), 1.0)[0],
    bounds=(0.1, 1.0), method="bounded", options={"xatol": 1e-9})
best = 8 / (9 * np.pi)
energy1, rho1, _, _ = solve_basis([mp.mpf(best)])
assert abs(search.x - best) < 1e-6
assert abs(search.fun + 4 / (3 * np.pi)) < 1e-11
assert abs(float(energy1) - search.fun) < 1e-11
rho_numeric = measure(lambda r: np.exp(-best * r**2),
                      lambda r: -2 * best * r * np.exp(-best * r**2), 1.0)[1]
assert abs(rho_numeric - (2 * best / np.pi)**1.5) < 1e-11
assert abs(float(rho1) - rho_numeric) < 1e-11
print(f"One Gaussian: optimal exponent (bohr^-2): {best:.6f}")
print(f"One Gaussian: energy (hartree): {float(energy1):.6f}")
print(f"One Gaussian: contact density (bohr^-3): {float(rho1):.6f}")
print(f"One Gaussian: energy / exact: {float(energy1) / E0:.4f}")
print(f"One Gaussian: contact density / exact: {float(rho1) / RHO0:.4f}")

# Exact Gaussian superposition of exp(-r), cut off at exponent A.
energy_factor = (8 - 5 * np.sqrt(2)) / (6 * np.sqrt(np.pi))
norm_factor = (3 * np.sqrt(2) - 4) / (5 * np.sqrt(np.pi))


def cutoff_function(A):
    x, root = 1 / (2 * np.sqrt(A)), np.sqrt(A)

    def phi(r):
        return (np.exp(-r) * erfc(x - r * root) + np.exp(r) * erfc(x + r * root)) / 2

    def dphi(r):
        return (np.exp(r) * erfc(x + r * root) - np.exp(-r) * erfc(x - r * root)) / 2
    return phi, dphi


phi, dphi = cutoff_function(10.0)
for point in (0.2, 1.0):
    integral = mp.quad(lambda a: a**-1.5 * mp.exp(-1 / (4 * a) - a * point**2),
                       [mp.mpf("0.001"), 0.01, 0.1, 1, 10]) / (2 * mp.sqrt(mp.pi))
    assert abs(float(integral) - phi(point)) < 1e-12
    difference = (phi(point + 1e-5) - phi(point - 1e-5)) / 2e-5
    assert abs(difference - dphi(point)) < 1e-7

print(f"Cut-off law: energy error * A^(3/2): {energy_factor:.6f}")
print(f"Cut-off law: |delta|^2 * A^(5/2): {norm_factor:.6f}")
print("Cut-off: A (bohr^-2), energy error (hartree), |delta|^2, rel. density deficit")
for A in (1e2, 1e4, 1e6):
    phi, dphi = cutoff_function(A)
    energy, rho, _ = measure(phi, dphi, 1 / np.sqrt(A))
    r, w = radial_grid(1 / np.sqrt(A))
    distance2 = np.sum(w * (phi(r) - np.exp(-r))**2) / np.pi
    deficit = 1 - rho / RHO0
    tolerance = 1.5 / np.sqrt(A)  # neglected terms are of relative order A^(-1/2)
    assert abs((energy - E0) / (energy_factor * A**-1.5) - 1) < tolerance
    assert abs(distance2 / (norm_factor * A**-2.5) - 1) < tolerance
    assert abs(deficit / (2 / np.sqrt(np.pi * A)) - 1) < tolerance
    print(f"  {A:.0e}  {energy - E0:.4e}  {distance2:.4e}  {deficit:.6f}")

# Response of the exact wave function to an added potential lambda*r^2.
x = sp.symbols("r", positive=True)
ground = sp.exp(-x)
first = (sp.Rational(11, 2) - x**2 - x**3 / 3) * ground
left = -sp.diff(x**2 * sp.diff(first, x), x) / (2 * x**2) - first / x + first / 2
assert sp.simplify((left + (x**2 - 3) * ground) / ground) == 0
assert sp.integrate(sp.expand(first * ground * x**2), (x, 0, sp.oo)) == 0
response = float(2 * sp.limit(first / ground, x, 0))
print(f"Log-derivative of contact density with respect to lambda: {response:.1f}")

# Variational even-tempered bases with growing largest exponent.
# The close spacing keeps the fitting ripple far from the nucleus negligible.
smallest, ratio = mp.mpf("0.01"), mp.mpf("1.5")
sizes = (16, 22, 28, 34, 40)
c = 1 / fine_structure
darwin_exact = np.pi * RHO0 / (2 * c**2)
print(f"Basis: smallest exponent (bohr^-2): {float(smallest)}, ratio: {float(ratio)}")
print(f"Exact Darwin term (hartree): {darwin_exact:.5e}")
print("Variational: N, A (bohr^-2), energy error (hartree), rel. density deficit,")
print("  <r^2> error (bohr^2), Darwin error magnitude (hartree)")
rows = []
for size in sizes:
    exponents = [smallest * ratio**k for k in range(size)]
    energy, rho, mean_r2, vector = solve_basis(exponents)
    if size == sizes[0]:
        powers = np.array([float(a) for a in exponents])
        coefficients = np.array([float(v) for v in vector])

        def fit(r):
            return np.exp(-np.multiply.outer(r**2, powers)) @ coefficients

        def dfit(r):
            return -2 * r * (np.exp(-np.multiply.outer(r**2, powers))
                             @ (powers * coefficients))
        check = measure(fit, dfit, 0.5)
        for numeric, algebraic in zip(check, (energy, rho, mean_r2)):
            assert abs(numeric - float(algebraic)) < 1e-8
    error = float(energy + mp.mpf("0.5"))
    deficit = float(1 - rho * mp.pi)
    r2_error = float(mean_r2 - 3)
    largest = float(exponents[-1])
    darwin_error = abs(deficit) * darwin_exact
    assert error > 0 and deficit > 0
    if size > sizes[0]:
        assert error < energy_factor * largest**-1.5
    rows.append((largest, error, deficit, r2_error, darwin_error))
    print(f"  {size}  {largest:.4e}  {error:.4e}  {deficit:.4e}  {r2_error:.4e}  {darwin_error:.4e}")

previous, last = rows[-2], rows[-1]
log_A = np.log(last[0] / previous[0])
energy_power = np.log(last[1] / previous[1]) / log_A
density_power = np.log(last[2] / previous[2]) / log_A
assert abs(energy_power + 1.5) < 0.03
assert abs(density_power + 0.5) < 0.02
assert abs(density_power / energy_power - 1 / 3) < 0.01
for row in rows[-3:]:
    assert abs(row[3] / row[1] / response - 1) < 0.01
assert last[4] > last[1]
print(f"Last two bases: power of A in energy error: {energy_power:.4f}")
print(f"Last two bases: power of A in density deficit: {density_power:.4f}")
print(f"Last two bases: density power / energy power: {density_power / energy_power:.4f}")
print(f"Largest basis: <r^2> error / energy error (bohr^2/hartree): {last[3] / last[1]:.3f}")
print(f"Largest basis: Darwin error / energy error: {last[4] / last[1]:.1f}")

# Same smallest exponent and nearly the same largest one, but coarser spacing:
# the part of the <r^2> error not explained by the cusp must be much larger.
coarse_ratio = mp.mpf("1.7")
energy, _, mean_r2, _ = solve_basis([smallest * coarse_ratio**k for k in range(31)])
coarse_error, coarse_r2 = float(energy + mp.mpf("0.5")), float(mean_r2 - 3)
coarse_rest = coarse_r2 - response * coarse_error
fine_rest = last[3] - response * last[1]
assert coarse_rest > 10 * abs(fine_rest)
print(f"Coarser ratio {float(coarse_ratio)}, 31 functions: <r^2> error / energy error: "
      f"{coarse_r2 / coarse_error:.3f}")
print(f"<r^2> error beyond cusp part, coarse and fine (bohr^2): {coarse_rest:.1e}, {fine_rest:.1e}")

# A narrow spike: vanishing energy error at fixed contact-density error.
t = 0.1
print(f"Spike height t relative to exp(-r) at the nucleus: {t}")
print("Spike: b (bohr^-2), energy error (hartree), rel. density error")
for b in (1e4, 1e6, 1e8):
    energy, rho, _ = measure(
        lambda r: np.exp(-r) + t * np.exp(-b * r**2),
        lambda r: -np.exp(-r) - 2 * b * t * r * np.exp(-b * r**2), 1 / np.sqrt(b))
    law = 3 * np.sqrt(np.pi) * t**2 / (4 * np.sqrt(2 * b))
    assert abs((energy - E0) / law - 1) < 2 / np.sqrt(b)
    assert abs(rho / RHO0 - (1 + t)**2) < 1e-5
    print(f"  {b:.0e}  {energy - E0:.4e}  {rho / RHO0 - 1:+.6f}")

print("checks complete")
```

Printed output:

```
Exact energy (hartree): -0.5
Exact contact density (bohr^-3): 0.318310
Scaled exponential: zeta, energy error (hartree), |delta|^2, rel. density error
  1.100  5.0000e-03  6.7989e-03  +0.331000
  1.010  5.0000e-05  7.4255e-05  +0.030301
  1.001  5.0000e-07  7.4925e-07  +0.003003
One Gaussian: optimal exponent (bohr^-2): 0.282942
One Gaussian: energy (hartree): -0.424413
One Gaussian: contact density (bohr^-3): 0.076448
One Gaussian: energy / exact: 0.8488
One Gaussian: contact density / exact: 0.2402
Cut-off law: energy error * A^(3/2): 0.087349
Cut-off law: |delta|^2 * A^(5/2): 0.027379
Cut-off: A (bohr^-2), energy error (hartree), |delta|^2, rel. density deficit
  1e+02  8.0471e-05  2.7301e-07  0.109526
  1e+04  8.6665e-08  2.7378e-12  0.011252
  1e+06  8.7281e-11  2.7379e-17  0.001128
Log-derivative of contact density with respect to lambda: 11.0
Basis: smallest exponent (bohr^-2): 0.01, ratio: 1.5
Exact Darwin term (hartree): 2.66257e-05
Variational: N, A (bohr^-2), energy error (hartree), rel. density deficit,
  <r^2> error (bohr^2), Darwin error magnitude (hartree)
  16  4.3789e+00  1.1578e-03  2.3104e-01  1.3225e-02  6.1517e-06
  22  4.9879e+01  3.2777e-05  6.8982e-02  3.6156e-04  1.8367e-06
  28  5.6815e+02  8.7026e-07  2.0470e-02  9.5749e-06  5.4504e-07
  34  6.4716e+03  2.2767e-08  6.0699e-03  2.5044e-07  1.6161e-07
  40  7.3716e+04  5.9322e-10  1.7990e-03  6.5254e-09  4.7899e-08
Last two bases: power of A in energy error: -1.4993
Last two bases: power of A in density deficit: -0.4999
Last two bases: density power / energy power: 0.3334
Largest basis: <r^2> error / energy error (bohr^2/hartree): 11.000
Largest basis: Darwin error / energy error: 80.7
Coarser ratio 1.7, 31 functions: <r^2> error / energy error: 11.429
<r^2> error beyond cusp part, coarse and fine (bohr^2): 2.8e-10, -1.3e-14
Spike height t relative to exp(-r) at the nucleus: 0.1
Spike: b (bohr^-2), energy error (hartree), rel. density error
  1e+04  9.3002e-05  +0.210000
  1e+06  9.3899e-06  +0.210000
  1e+08  9.3989e-07  +0.210000
checks complete
```
